# Donor number and its counting fluctuation in a nanowire source extension

## What a smooth doping density leaves out

Treat the doping of a nanowire source extension as a continuous density, and every device drawn to the same dimensions contains the same charge. For a section of 4 nm by 4 nm, a length of 5 nm and a doping of $10^{20}\ \mathrm{cm^{-3}}$, that charge corresponds to eight donors. But donors are whole atoms whose positions are not controlled one by one. One extension may hold five and its neighbour eleven. A simulation with a smooth density describes a device with the average doping, but it cannot give this spread.

Let $N$ be the number of donor atoms in one extension, and let $n=\langle N\rangle$ be its mean over many nominally identical devices. The relative counting fluctuation is the standard deviation of $N$ divided by $n$. For uniform doping $N_D$, section $A$ and length $L$, the leading result is

$$
n=N_DAL,\qquad \frac{\sigma_N}{n}\simeq\frac{1}{\sqrt n}.
$$

It assumes that donors are placed independently and that few of the available lattice sites are filled. Here $N$ counts chemical donors, whether or not they are electrically active. It is not the number of electrons, and its spread is not the spread of current or threshold voltage.

## The mean

Since $1\ \mathrm{cm}=10^7\ \mathrm{nm}$, one cubic centimetre is $10^{21}\ \mathrm{nm^3}$. Therefore

$$
N_D=\frac{10^{20}}{10^{21}\ \mathrm{nm^3}}=0.1\ \mathrm{nm^{-3}},\qquad
V=AL=4\times4\times5=80\ \mathrm{nm^3},
$$

and $n=0.1\times80=8$. A mean need not be an integer; that it is one here follows from the round inputs.

## The variance on a finite lattice

Let the extension contain $M$ sites, each holding a donor with probability $p=n/M$, independently of the others. Write $N=\sum_i x_i$, where $x_i$ is 1 for a filled site and 0 otherwise. Because $x_i^2=x_i$,

$$
\langle x_i\rangle=p,\qquad
\mathrm{Var}\,x_i=\langle x_i^2\rangle-\langle x_i\rangle^2=p-p^2 .
$$

Variances of independent variables add, so

$$
\mathrm{Var}\,N=Mp(1-p)=n\left(1-\frac nM\right),\qquad
\frac{\sigma_N}{n}=\frac{1}{\sqrt n}\sqrt{1-\frac nM}.
$$

This holds for any $M$ within the model. For $n\ll M$, the expansion $\sqrt{1-u}\simeq1-u/2$ gives

$$
\frac{\sigma_N}{n}\simeq\frac1{\sqrt n}\left(1-\frac{n}{2M}\right).
$$

The correction is negative because a filled site cannot take a second donor. In the opposite limit, $p\to1$, every site is filled and the fluctuation vanishes.

A rough site density for silicon is $5\times10^{22}\ \mathrm{cm^{-3}}$, or $50\ \mathrm{nm^{-3}}$. Then $M=50\times80=4000$ and $p=8/4000=0.002$. The leading result is $1/\sqrt8=35.36\,\%$, and the finite lattice lowers it to $35.32\,\%$. The standard deviation is $\sqrt8=2.83$ donors.

## The whole distribution and its first correction

The variance does not give the chance of a nearly empty extension. For that we need the probability of $k$ donors,

$$
P_M(k)=\frac{M!}{k!(M-k)!}\left(\frac nM\right)^k\left(1-\frac nM\right)^{M-k}.
$$

The ratio $M!/(M-k)!$ has $k$ factors, $M(M-1)\cdots(M-k+1)$. Dividing each by $M$ gives

$$
P_M(k)=\frac{n^k}{k!}\left[\prod_{j=0}^{k-1}\left(1-\frac jM\right)\right]\left(1-\frac nM\right)^{M-k}.
$$

Now let $M$ be large with $n$ and $k$ fixed. Using $\ln(1-u)=-u-u^2/2-\dots$ and $\sum_{j=0}^{k-1}j=k(k-1)/2$,

$$
\ln\prod_{j=0}^{k-1}\left(1-\frac jM\right)=-\frac{k(k-1)}{2M}+O(M^{-2}),
$$

$$
(M-k)\ln\left(1-\frac nM\right)=-n+\frac{kn}{M}-\frac{n^2}{2M}+O(M^{-2}).
$$

The terms of order $1/M$ add to

$$
\frac{-k^2+k+2kn-n^2}{2M}=\frac{k-(k-n)^2}{2M}.
$$

Exponentiating,

$$
P_M(k)=P(k)\left[1+\frac{k-(k-n)^2}{2M}+O(M^{-2})\right],\qquad P(k)=e^{-n}\frac{n^k}{k!}.
$$

The leading term is the Poisson distribution. The correction raises probabilities near the mean and lowers those far from it, so it narrows the distribution. It is small when both $k$ and $(k-n)^2$ are much less than $M$. For the example it is $+8/8000=+0.1\,\%$ at $k=8$ and $-64/8000=-0.8\,\%$ at $k=0$, relative to the Poisson values.

The mean and variance of the leading term follow from its series. In the first sum the factor $k$ cancels one factor of $k!$:

$$
\langle N\rangle=e^{-n}\sum_{k\ge1}\frac{n^k}{(k-1)!}=n\,e^{-n}\sum_{j\ge0}\frac{n^j}{j!}=n.
$$

In the same way, $k(k-1)$ cancels two factors:

$$
\langle N(N-1)\rangle=e^{-n}\sum_{k\ge2}\frac{n^k}{(k-2)!}=n^2.
$$

Hence $\mathrm{Var}\,N=\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2=n^2+n-n^2=n$, in agreement with the lattice result for $M\to\infty$.

Building the lattice distribution site by site gives a direct comparison. Half the sum of $|P_M(k)-P(k)|$ is $4.9\times10^{-4}$. This is the largest difference the two distributions can give for the probability of any set of counts.

## What a mean of eight implies

Summing $P(k)$ for $n=8$, the chance of 6 to 10 donors is $62.5\,\%$ and that of 3 to 14 donors is $96.9\,\%$. More than a third of the extensions therefore lie outside the range 6 to 10. The chance of no donor is

$$
P(0)=e^{-8}=3.35\times10^{-4}.
$$

Among $10^9$ such extensions, about $3.4\times10^5$ would be expected to hold none. This is a statement about the model's tail, which is more sensitive to its assumptions than the standard deviation is.

In a simulation, $512\,000$ donors were scattered uniformly through a block divided into $64\,000$ cells of the extension's size. The relative fluctuation between cells was $35.61\,\%$, against $35.36\,\%$ from the formula. The difference is $0.7\,\%$ of the value, about two and a half times the expected sampling error of $0.3\,\%$: a rather large chance deviation, but a small one in absolute terms.

Doubling all three lengths at fixed doping multiplies $n$ by eight, to 64, and the formula gives $1/\sqrt{64}=12.5\,\%$. Merging the cells in groups of two by two by two gave $12.58\,\%$.

## A second limit: the bell curve

For large $n$ the Poisson distribution approaches a Gaussian. Put $k=n+x$ and use Stirling's formula, $\ln k!\simeq k\ln k-k+\tfrac12\ln(2\pi k)$:

$$
\ln P\simeq x-(n+x)\ln\left(1+\frac xn\right)-\frac12\ln(2\pi n)-\frac12\ln\left(1+\frac xn\right).
$$

Expanding the logarithm for $|x|\ll n$,

$$
(n+x)\ln\left(1+\frac xn\right)=x+\frac{x^2}{2n}-\frac{x^3}{6n^2}+\dots,
$$

so that

$$
\ln P\simeq-\frac12\ln(2\pi n)-\frac{x^2}{2n}+\left[\frac{x^3}{6n^2}-\frac{x}{2n}\right].
$$

The first two terms are a Gaussian of variance $n$. The bracket is the first correction. At one standard deviation, $x=\pm\sqrt n$, it equals

$$
\pm\left(\frac{1}{6\sqrt n}-\frac1{2\sqrt n}\right)=\mp\frac{1}{3\sqrt n}.
$$

For $n=8$ this is $\mp0.12$: to this order, the Poisson probability lies below the Gaussian on the high side and above it on the low side, by roughly a tenth. The correction falls only as $1/\sqrt n$, more slowly than the lattice correction falls with $M$.

In the far tail the Gaussian fails outright. At $k=0$ its density is $e^{-n/2}/\sqrt{2\pi n}$, while the Poisson value is $e^{-n}$. Their ratio, $e^{n/2}/\sqrt{2\pi n}$, is about 7.7 for $n=8$. Read as the probability of $k=0$, the Gaussian density would therefore overstate the number of empty extensions nearly eightfold (about twelvefold if all its weight below $k=1/2$ is counted), and the ratio grows further as $n$ increases.

## Doping that falls towards the channel

Suppose now that site $i$ has its own filling probability $p_i$. The sites are still independent, so

$$
n=\sum_i p_i,\qquad \mathrm{Var}\,N=\sum_i p_i(1-p_i)=n-\sum_i p_i^2 .
$$

If no $p_i$ exceeds $p_{\max}$, then $\sum_i p_i^2\le p_{\max}n$. The variance thus lies within a fraction $p_{\max}$ of the mean, whatever the shape of the profile. At low filling, non-uniform doping changes the relative fluctuation mainly through the mean, which becomes the integral of the doping over the volume.

As an example, keep $N_D=0.1\ \mathrm{nm^{-3}}$ over the first 3 nm and let it fall as $e^{-u/\lambda}$ over the last 2 nm, where $u$ is the distance into that region and $\lambda=1$ nm. Then

$$
n=0.1\times16\left[3+\int_0^2e^{-u}\,du\right]=1.6\,(3+1-e^{-2})=6.18,
$$

with lengths in nanometres. The relative fluctuation rises to $1/\sqrt{6.18}=40.2\,\%$.

## Donors that are not active

Let each donor be electrically active with probability $f$, independently of the others. To find exactly $k$ active donors, sum over the total number $m$:

$$
P_{\rm act}(k)=\sum_{m\ge k}e^{-n}\frac{n^m}{m!}\,\frac{m!}{k!(m-k)!}f^k(1-f)^{m-k}.
$$

Cancel $m!$, set $m=k+j$ and take out the factors that do not depend on $j$:

$$
P_{\rm act}(k)=e^{-n}\frac{(fn)^k}{k!}\sum_{j\ge0}\frac{[n(1-f)]^j}{j!}=e^{-fn}\frac{(fn)^k}{k!}.
$$

The active donors again follow a Poisson distribution, now of mean $fn$. With $f=0.7$ and uniform doping, the mean is 5.6 and the relative fluctuation $42.3\,\%$. With the roll-off as well, the mean is $0.7\times6.18=4.33$ and the fluctuation $48.1\,\%$. If donors become inactive by clustering together, activation is not independent and this result no longer follows.

## Devices that differ in size

The dimensions also vary between devices. For a given volume $V$, both the mean and the variance of $N$ are $N_DV$. The total variance is the average of the conditional variance plus the variance of the conditional mean:

$$
\mathrm{Var}\,N=N_D\langle V\rangle+N_D^2\,\mathrm{Var}\,V .
$$

Dividing by $n^2=N_D^2\langle V\rangle^2$ gives

$$
\left(\frac{\sigma_N}{n}\right)^2=\frac1n+s^2,\qquad s^2=\frac{\mathrm{Var}\,V}{\langle V\rangle^2}.
$$

If the three dimensions vary independently with relative standard deviations $\epsilon_i$, then $\langle V^2\rangle$ is the product of the three mean squares, and

$$
1+s^2=\prod_{i=1}^3(1+\epsilon_i^2).
$$

Take standard deviations of 0.3 nm in each side and 0.5 nm in length. Then $\epsilon=0.075,\ 0.075,\ 0.1$, which gives $s=14.6\,\%$. The total is $\sqrt{0.125+0.0214}=38.3\,\%$.

The two terms scale differently. If $s$ is held fixed while $n$ grows, the counting term vanishes and the total tends to $s$. They are equal at $n=1/s^2\approx47$. At eight donors counting dominates; well above 47, at the same relative spread $s$, control of the dimensions matters more. If the tolerances in nanometres stay fixed instead, $s$ falls as the device grows and the crossover moves. With all three lengths doubled, $n=64$ and $1/n=0.0156$, still larger than $s^2=0.0053$.

## Donors that avoid one another

Independent placement lets two donors occupy neighbouring sites, 0.235 nm apart in silicon. Suppose instead that no two can be closer than $d$, with the mean density held fixed. For a pair distribution $g(r)$,

$$
\langle N(N-1)\rangle=N_D^2\int_V\!\int_V g(|\mathbf r_1-\mathbf r_2|)\,d^3r_1\,d^3r_2 .
$$

To leading order in density, $g=0$ for $r<d$ and $g=1$ beyond. Relative to independent placement, the pairs with $r<d$ are removed. For a separation $\mathbf r$, the first donor can lie in a box of sides $L_i-|r_i|$ if both are to be inside the extension. Hence

$$
\mathrm{Var}\,N\simeq n-N_D^2I,\qquad I=\int_{r<d}\prod_{i=1}^3(L_i-|r_i|)\,d^3r,
$$

for $d$ smaller than every $L_i$. Expanding the product requires four integrals over the ball, done in spherical coordinates:

$$
\int d^3r=\frac{4\pi d^3}{3},\qquad \int|z|\,d^3r=2\pi\cdot\frac{d^4}{4}\cdot1=\frac{\pi d^4}{2},
$$

$$
\int|xy|\,d^3r=\frac{d^5}{5}\cdot\frac43\cdot2=\frac{8d^5}{15},\qquad
\int|xyz|\,d^3r=\frac{d^6}{6}\cdot\frac12\cdot2=\frac{d^6}{6}.
$$

In each product the factors are the radial, polar and azimuthal parts, with $2\pi$ written first in the integral of $|z|$. With $S=L_1L_2+L_2L_3+L_3L_1$,

$$
I=\frac{4\pi d^3}{3}V-\frac{\pi d^4}{2}S+\frac{8d^5}{15}(L_1+L_2+L_3)-\frac{d^6}{6}.
$$

For $d=0.5$ nm, $S=56\ \mathrm{nm^2}$ and $I=36.60\ \mathrm{nm^6}$. The variance is $8-0.01\times36.60=7.63$, which is 0.954 of the mean, and the relative fluctuation falls to $34.5\,\%$.

In a simulation, one donor of each pair closer than 0.5 nm was moved to a new random place, and this was repeated until no such pair remained. The resulting ratio was 0.968. It started from the scattered sample described earlier, whose own ratio of variance to mean was $8\times0.3561^2=1.014$ instead of 1. A ball of radius 0.5 nm has a volume of about $0.52\ \mathrm{nm^3}$, so a donor has on average only $0.1\times0.52\approx0.05$ neighbours that close. Moving one donor of each such pair displaces about $3\,\%$ of the donors, so much of that chance excess should persist. Dividing it out gives $0.968/1.014=0.955$, consistent with the formula.

The lattice correction has the same form. Since $n^2/M=N_D^2V(V/M)$, it removes pairs within an excluded volume of one site, $V/M=0.02\ \mathrm{nm^3}$. The ball of radius 0.5 nm has a volume of $0.52\ \mathrm{nm^3}$, which is why this exclusion matters more than the finite number of sites. On the silicon lattice the ball holds 29 sites rather than the 26 of the continuum estimate, and summing over them gives a ratio of 0.949 in place of 0.954.

The value $d=0.5$ nm is only illustrative, and a hard core is not how real donors interact. Ionized donors repel through a screened Coulomb potential. At an anneal temperature of 1300 K and this doping, the Debye length and the distance at which the bare Coulomb energy equals the thermal energy are both about 1 nm. If the donors are mobile enough to respond, the variance could fall by much more than $5\,\%$, and the leading order in density would no longer suffice.

## Setting the estimate beside a real device

The example lies in the regime of a strongly scaled silicon nanowire transistor, where source doping of order $10^{20}\ \mathrm{cm^{-3}}$ is typical. The 4 nm section is small: many gate-all-around devices use sheets much wider than this. At fixed thickness, length and doping, a sheet five times wider holds five times as many donors, and its relative fluctuation is smaller by $\sqrt5\approx2.2$. Real extensions also break the assumptions of uniform doping and full activation. With the round values chosen above, these two together move the estimate from $35\,\%$ for all donors to $48\,\%$ for active donors. A different junction profile or anneal would move it by a different amount.

The electron number has further contributions. An interface charge density of $10^{12}\ \mathrm{cm^{-2}}$, or $0.01\ \mathrm{nm^{-2}}$, on the four side walls of total area $2(4+4)\times5=80\ \mathrm{nm^2}$ amounts to 0.8 elementary charges. That is a tenth of the mean donor charge. It leaves the donor count unchanged but alters the charge that the electrons must balance. Electrons can also move between the extension and its surroundings, so their number need not equal the local donor number. Turning the $35\,\%$ into a spread of resistance or current requires the donor positions, the screening and the transport, none of which enters the count.

For the stated extension, then, the estimate is $8\pm2.8$ donors, where the second number is one standard deviation between devices. The individual values are listed in the numerical output.

## Computed values

```
section sides: 4.0 and 4.0 nm
length: 5.0 nm
doping: 1.0e+20 cm^-3
doping, converted: 0.100 nm^-3
volume: 80.0 nm^3
mean donor number: 8.000
standard deviation: 2.828 donors
relative fluctuation: 35.36 %
cells in random block: 64000
sampled relative fluctuation: 35.61 %
doubled lengths, formula: 12.50 %
doubled lengths, sampled: 12.58 %
site density (rough): 5.0e+22 cm^-3
lattice sites: 4000
site filling probability: 0.0020
lattice relative fluctuation: 35.32 %
lattice-Poisson distance: 4.92e-04
probability of 6 to 10 donors: 62.5 %
probability of 3 to 14 donors: 96.9 %
probability of no donor: 3.35e-04
empty per 1e9 extensions: 3.35e+05
roll-off decay length: 1.0 nm
roll-off region length: 2.0 nm
roll-off mean number: 6.18
roll-off relative fluctuation: 40.2 %
active fraction: 70 %
active mean number: 5.60
active relative fluctuation: 42.3 %
roll-off and activation, mean: 4.33
roll-off and activation, relative: 48.1 %
side standard deviation: 0.3 nm
length standard deviation: 0.5 nm
relative volume spread: 14.6 %
relative fluctuation with size: 38.3 %
minimum donor spacing: 0.5 nm
pair integral: 36.60 nm^6
spaced variance/mean, formula: 0.954
spaced variance/mean, sampled: 0.968
spaced relative fluctuation: 34.5 %
interface charge density: 1.0e+12 cm^-2
side-wall area: 80.0 nm^2
interface charges on walls: 0.80
```
